# Photon spin from E × A: why helicity zero is missing: a numerical check

```python
"""
Spin of the free radiation field in a periodic cube (Gaussian units).
Result under test:
    S = (1/(4 pi c)) * integral of E x A = hbar * sum_k khat (n_k+ - n_k-)
so one photon has helicity +1 or -1; helicity 0 would need a field along k,
which is not divergence-free.
Symbols: A vector potential (Coulomb gauge), E = -(1/c) dA/dt, k wave vector,
khat = k/|k|, lam = +1 or -1 circular polarization, e_lam = (e1 + i lam e2)/sqrt2
with e1 x e2 = khat, n photon number, alpha classical mode amplitude,
omega = c|k|, mode amplitude N = sqrt(2 pi hbar c^2/(omega V)).
"""
import itertools
import numpy as np
from scipy import constants
from scipy.spatial.transform import Rotation

hbar = constants.hbar * 1e7      # erg s
c = constants.c * 100.0          # cm/s
L = 1.5e-4                       # cube edge, cm
V = L**3


def wave(n):
    """Wave vector, its length and its frequency for integer triple n."""
    k = 2 * np.pi / L * np.array(n, float)
    size = np.linalg.norm(k)
    return k, size, c * size


def triad(n):
    khat = np.array(n, float) / np.linalg.norm(n)
    helper = np.eye(3)[np.argmin(np.abs(khat))]
    e1 = np.cross(helper, khat)
    e1 /= np.linalg.norm(e1)
    return e1, np.cross(khat, e1), khat


def circular(n, lam):
    e1, e2, _ = triad(n)
    return (e1 + 1j * lam * e2) / np.sqrt(2)


def amplitude(n):
    return np.sqrt(2 * np.pi * hbar * c**2 / (wave(n)[2] * V))


def grid(points):
    x = np.arange(points) * L / points
    return np.array(np.meshgrid(x, x, x, indexing="ij"))


# ---------- classical field: integrate spin and energy on a grid ----------
def classical_spin_energy(modes, points=8):
    """modes: list of (n, lam, alpha). Returns S (erg s) and energy (erg)."""
    r = grid(points)

    def potential(t):
        field = np.zeros(r.shape)
        for n, lam, alpha in modes:
            k, _, omega = wave(n)
            phase = np.exp(1j * (np.tensordot(k, r, 1) - omega * t))
            vector = circular(n, lam)[:, None, None, None]
            field += 2 * np.real(amplitude(n) * alpha * vector * phase)
        return field

    omega0 = wave(modes[0][0])[2]
    t0, dt = 0.3 / omega0, 1e-4 / omega0
    A = potential(t0)
    E = -(potential(t0 + dt) - potential(t0 - dt)) / (2 * dt * c)
    q = 2 * np.pi / L * np.fft.fftfreq(points, 1 / points)
    Q = np.array(np.meshgrid(q, q, q, indexing="ij"))
    A_q = np.fft.fftn(A, axes=(1, 2, 3))
    B = np.fft.ifftn(1j * np.cross(Q, A_q, axis=0), axes=(1, 2, 3)).real
    spin = V * np.cross(E, A, axis=0).mean(axis=(1, 2, 3)) / (4 * np.pi * c)
    energy = V * (E**2 + B**2).sum(axis=0).mean() / (8 * np.pi)
    return spin, energy


rng = np.random.default_rng(5)
triples = [(1, 2, 2), (-1, -2, -2), (2, -1, 0), (0, 0, -3)]
random_modes = [(n, lam, rng.normal() + 1j * rng.normal())
                for n in triples for lam in (1, -1)]
S_grid, U_grid = classical_spin_energy(random_modes)
S_rule = hbar * sum(lam * abs(al)**2 * triad(n)[2] for n, lam, al in random_modes)
U_rule = sum(hbar * wave(n)[2] * abs(al)**2 for n, lam, al in random_modes)
assert np.allclose(S_grid / hbar, S_rule / hbar, rtol=0, atol=1e-6)
assert abs(U_grid / U_rule - 1) < 1e-6


# ---------- quantum field: integrate the operator E x A in Fock space ----------
def fock_spin(modes, points=5):
    """modes: list of (n, lam). Up to 2 quanta per mode are kept; the returned
    block (at most 1 quantum per mode) is free of truncation error.
    Returns S/hbar with shape (3, dim, dim) and the occupation numbers."""
    count = len(modes)
    lower = np.diag(np.sqrt([1.0, 2.0]), 1)
    ladder = []
    for j in range(count):
        op = np.eye(1)
        for i in range(count):
            op = np.kron(op, lower if i == j else np.eye(3))
        ladder.append(op)
    H = sum(hbar * wave(n)[2] * a.T @ a for (n, _), a in zip(modes, ladder))
    energies = np.diag(H)
    gaps = energies[:, None] - energies[None, :]
    dim = 3**count
    total = np.zeros((3, dim, dim), complex)
    for r in grid(points).reshape(3, -1).T:
        A = np.zeros((3, dim, dim), complex)
        for (n, lam), a in zip(modes, ladder):
            f = amplitude(n) * circular(n, lam) * np.exp(1j * wave(n)[0] @ r)
            A += f[:, None, None] * a + f.conj()[:, None, None] * a.T
        E = -(1j / (hbar * c)) * gaps * A      # -(1/c) (i/hbar) [H, A]
        for i in range(3):
            j, m = (i + 1) % 3, (i + 2) % 3
            total[i] += E[j] @ A[m] - E[m] @ A[j]
    S = V * total / points**3 / (4 * np.pi * c) / hbar
    occ = np.array(list(itertools.product(range(3), repeat=count)))
    keep = np.where(occ.max(axis=1) <= 1)[0]
    return S[:, keep][:, :, keep], occ[keep]


def check_number_rule(modes):
    S, occ = fock_spin(modes)
    weights = np.array([lam * triad(n)[2] for n, lam in modes])
    rule = np.array([np.diag(((occ + 0.5) @ weights)[:, i]) for i in range(3)])
    assert np.allclose(S, rule, rtol=0, atol=1e-10)
    return S, occ


n0 = (1, 2, 2)
opposite = (-1, -2, -2)
e1, e2, khat = triad(n0)
S_pair, occ_pair = check_number_rule(
    [(n0, 1), (n0, -1), (opposite, 1), (opposite, -1)])
S_single, _ = check_number_rule([(n0, 1)])
other = (2, 0, 1)
S_skew, _ = check_number_rule([(n0, 1), (n0, -1), (other, 1), (other, -1)])
commutator = np.abs(S_skew[0] @ S_skew[1] - S_skew[1] @ S_skew[0]).max()
size_Sz = np.abs(S_skew[2]).max()
assert commutator < 1e-10 and size_Sz > 0.1


def state_index(*occupation):
    return int(np.where((occ_pair == occupation).all(axis=1))[0][0])


along_k = np.tensordot(khat, S_pair, 1)
vacuum = along_k[state_index(0, 0, 0, 0), state_index(0, 0, 0, 0)].real
two_photons = along_k[state_index(1, 1, 0, 0), state_index(1, 1, 0, 0)].real
half_quantum = (khat @ S_single[:, 0, 0]).real
photon = [state_index(1, 0, 0, 0), state_index(0, 1, 0, 0)]
helicity = along_k[np.ix_(photon, photon)]
eigenvalues = np.linalg.eigvalsh(helicity)
assert np.allclose(eigenvalues, [-1, 1], atol=1e-10)
assert abs(vacuum) < 1e-10 and abs(two_photons) < 1e-10
assert abs(half_quantum - 0.5) < 1e-10
spin_vector = S_pair[:, photon[0], photon[0]].real


def mean_and_spread(c_plus, c_minus):
    state = np.array([c_plus, c_minus], complex)
    mean = np.vdot(state, helicity @ state).real
    square = np.vdot(state, helicity @ helicity @ state).real
    assert abs(square - 1) < 1e-10
    return mean, np.sqrt(max(square - mean**2, 0.0))


# ---------- rotation about k, divergence and curl of the three fields ----------
k0, k_size, omega0 = wave(n0)
phi = 0.7
R = Rotation.from_rotvec(phi * khat).as_matrix()
sample = rng.uniform(0, L, 3)
step = 1e-4 / k_size
rotation_helicity, divergence = {}, {}
for lam in (1, 0, -1):
    vector = khat.astype(complex) if lam == 0 else circular(n0, lam)

    def field(r):
        return vector * np.exp(1j * k0 @ r)

    original = field(sample)
    rotated = R @ field(R.T @ sample)
    factor = np.vdot(original, rotated)
    assert np.allclose(rotated, factor * original, atol=1e-10)
    rotation_helicity[lam] = -np.angle(factor) / phi
    assert abs(rotation_helicity[lam] - lam) < 1e-10
    D = np.array([(field(sample + step * u) - field(sample - step * u))
                  / (2 * step * k_size) for u in np.eye(3)])
    divergence[lam] = abs(np.trace(D))
    curl = np.array([D[1, 2] - D[2, 1], D[2, 0] - D[0, 2], D[0, 1] - D[1, 0]])
    assert np.allclose(curl, lam * original, atol=1e-6)
    assert abs(divergence[lam] - (lam == 0)) < 1e-6

# ---------- one circular wave with |alpha| = 1, integrated directly ----------
S_plus, U_plus = classical_spin_energy([(n0, 1, 1.0)])
S_minus, _ = classical_spin_energy([(n0, -1, 1.0)])
assert abs(khat @ S_plus / hbar - 1) < 1e-6
assert abs(khat @ S_minus / hbar + 1) < 1e-6
assert abs(khat @ S_plus * omega0 / U_plus - 1) < 1e-6


def tidy(x, digits=4):
    return np.round(x, digits) + 0.0


print(f"hbar = {hbar:.5e} erg s")
print(f"c = {c:.5e} cm/s")
print(f"cube edge L = {L:.2e} cm, volume V = {V:.4e} cm^3")
print("integer triple of the mode:", n0)
print("khat =", tidy(khat), "(no unit)")
print("e1 =", tidy(e1), "(no unit)")
print("e2 =", tidy(e2), "(no unit)")
print(f"|k| = {k_size:.5e} 1/cm")
print(f"wavelength = {2 * np.pi / k_size * 1e7:.2f} nm")
print(f"omega = {omega0:.5e} 1/s")
print(f"photon energy hbar omega = {hbar * omega0:.5e} erg")
print(f"mode amplitude N of A = {amplitude(n0):.4e} statvolt")
print(f"mode amplitude omega N/c of E = {omega0 * amplitude(n0) / c:.4e} statvolt/cm")
print(f"S.khat, classical + wave, |alpha|=1: {khat @ S_plus:.5e} erg s")
print(f"S.khat, classical - wave, |alpha|=1: {khat @ S_minus:.5e} erg s")
print(f"same for + wave, converted: {khat @ S_plus * 1e-7:.5e} J s")
print(f"field energy of that + wave: {U_plus:.5e} erg")
print("random 8-mode field, S from grid:", tidy(S_grid / hbar), "hbar")
print("random 8-mode field, S from rule:", tidy(S_rule / hbar), "hbar")
print(f"random field, energy grid/rule = {U_grid / U_rule:.6f} (no unit)")
print("one + photon, spin vector:", tidy(spin_vector), "hbar")
print("one-photon eigenvalues of S.khat:", tidy(eigenvalues), "hbar")
print(f"vacuum S.khat, both helicities: {tidy(vacuum):.4f} hbar")
print(f"vacuum S.khat, + mode alone: {tidy(half_quantum):.4f} hbar")
print(f"pair of one + and one - photon, S.khat: {tidy(two_photons):.4f} hbar")
for name, cp, cm in (("circular +", 1, 0), ("circular -", 0, 1),
                     ("linear", np.sqrt(0.5), np.sqrt(0.5)),
                     ("elliptical 0.8, 0.6", 0.8, 0.6)):
    mean, spread = mean_and_spread(cp, cm)
    print(f"photon {name}: mean {tidy(mean):.4f}, spread {tidy(spread):.4f} hbar")
print(f"largest element of [Sx,Sy]: {tidy(commutator):.4f} hbar^2")
print(f"largest element of Sz, same modes: {size_Sz:.4f} hbar")
print(f"rotation angle about khat: {phi} rad")
for lam in (1, 0, -1):
    print(f"field lam={lam:+d}: helicity from rotation "
          f"{tidy(rotation_helicity[lam]):.4f}, |div|/|k| {tidy(divergence[lam]):.4f}")
print("all good")
```

Printed output:

```
hbar = 1.05457e-27 erg s
c = 2.99792e+10 cm/s
cube edge L = 1.50e-04 cm, volume V = 3.3750e-12 cm^3
integer triple of the mode: (1, 2, 2)
khat = [0.3333 0.6667 0.6667] (no unit)
e1 = [ 0.     -0.7071  0.7071] (no unit)
e2 = [ 0.9428 -0.2357 -0.2357] (no unit)
|k| = 1.25664e+05 1/cm
wavelength = 500.00 nm
omega = 3.76730e+15 1/s
photon energy hbar omega = 3.97289e-12 erg
mode amplitude N of A = 2.1642e-05 statvolt
mode amplitude omega N/c of E = 2.7196e+00 statvolt/cm
S.khat, classical + wave, |alpha|=1: 1.05457e-27 erg s
S.khat, classical - wave, |alpha|=1: -1.05457e-27 erg s
same for + wave, converted: 1.05457e-34 J s
field energy of that + wave: 3.97289e-12 erg
random 8-mode field, S from grid: [2.0572 0.4524 0.7479] hbar
random 8-mode field, S from rule: [2.0572 0.4524 0.7479] hbar
random field, energy grid/rule = 1.000000 (no unit)
one + photon, spin vector: [0.3333 0.6667 0.6667] hbar
one-photon eigenvalues of S.khat: [-1.  1.] hbar
vacuum S.khat, both helicities: 0.0000 hbar
vacuum S.khat, + mode alone: 0.5000 hbar
pair of one + and one - photon, S.khat: 0.0000 hbar
photon circular +: mean 1.0000, spread 0.0000 hbar
photon circular -: mean -1.0000, spread 0.0000 hbar
photon linear: mean 0.0000, spread 1.0000 hbar
photon elliptical 0.8, 0.6: mean 0.2800, spread 0.9600 hbar
largest element of [Sx,Sy]: 0.0000 hbar^2
largest element of Sz, same modes: 1.1139 hbar
rotation angle about khat: 0.7 rad
field lam=+1: helicity from rotation 1.0000, |div|/|k| 0.0000
field lam=+0: helicity from rotation 0.0000, |div|/|k| 1.0000
field lam=-1: helicity from rotation -1.0000, |div|/|k| 0.0000
all good
```
